\section*{Self-Stress and Boron Diffusion in a Coherently Constrained Silicon Layer, part 1}

(Sections cited here and not found follow in the second part.)

\section{Stress, diffusion potential and flux in the layer}

A thin silicon layer doped with boron lies on a thick, undoped silicon substrate. The layer normal is $[001]$ and the outer surface is free. Boron is a small atom in silicon, so a doped region would contract if it were cut free. The substrate prevents the contraction in the plane of the layer, and the layer is therefore stressed by its own dopant. The problem is to find how this self-stress changes the diffusion of boron along the normal, and how large the change is at $10^{20}\ \mathrm{cm^{-3}}$ and $1000\,^\circ\mathrm{C}$.

Let $c$ be the boron concentration, $\Omega$ the volume per lattice site in undoped silicon, and $x=\Omega c$ the fraction of sites held by boron. Axes 1 and 2 lie in the plane, and axis 3, with coordinate $z$, is the normal. All three are cube axes. Strains are measured from undoped silicon at the same temperature, and tension is positive. A stress-free crystal of composition $x$ has the strain $\eta x$ in every direction, with $\eta$ constant and, for boron, negative. Strains are small, elasticity is linear, and the stiffness does not depend on $x$. The lattice is coherent, without misfit dislocations, and $x$ varies along $z$ only. Until part (g) boron is treated as a neutral solute.

\subsection*{(a) The potential that drives an exchange}

\textbf{Question.} Write the free energy per site of the doped, strained crystal. Find the change in free energy when one silicon atom is replaced by boron at fixed strain.

\textbf{Solution.} Only the part of the strain that differs from the stress-free strain stores elastic energy. With total strain $\varepsilon_{ij}$, this elastic strain is
\begin{equation}
e_{ij}=\varepsilon_{ij}-\eta x\,\delta_{ij}.
\end{equation}
With the stiffness tensor $C_{ijkl}$ and summation over repeated indices, the free energy per site is
\begin{equation}
f(x,\varepsilon)=f_0(x)+\frac{\Omega}{2}\,e_{ij}C_{ijkl}e_{kl},
\end{equation}
where $f_0$ belongs to the stress-free crystal. The stress is the derivative of the energy per volume with respect to strain:
\begin{equation}
\sigma_{ij}=\frac{1}{\Omega}\frac{\partial f}{\partial\varepsilon_{ij}}=C_{ijkl}e_{kl}.
\end{equation}

A crystal of $N$ sites with $N_B$ boron atoms has $F=Nf(N_B/N,\varepsilon)$. Replacing silicon by boron raises $N_B$ by one and leaves $N$ unchanged, so the free energy changes by
\begin{equation}
M=\left(\frac{\partial F}{\partial N_B}\right)_{N,\varepsilon}
=\left(\frac{\partial f}{\partial x}\right)_{\varepsilon}.
\end{equation}
This is the Larch\'e--Cahn diffusion potential. It refers to an exchange of species because sites are conserved: boron cannot be added to a substitutional lattice without something leaving its site.

At fixed $\varepsilon$, $\partial e_{ij}/\partial x=-\eta\delta_{ij}$. The elastic energy is quadratic and $C_{ijkl}=C_{klij}$, so its two equal derivative terms cancel the factor $1/2$:
\begin{equation}
M=f_0'(x)-\Omega\eta\,\delta_{ij}C_{ijkl}e_{kl}
=f_0'(x)-\Omega\eta\,\sigma_{kk}.
\label{eq:LC}
\end{equation}
For $\eta<0$, tension ($\sigma_{kk}>0$) raises $M$. A small atom is disfavoured where the lattice is already stretched, and favoured where it is compressed.

Fixed strain does not mean that the crystal is forbidden to relax. If one boron atom moves between two places in a body in mechanical equilibrium, the strains readjust slightly. The energy is stationary against that readjustment, so to first order the cost of the move is the difference of $M$ between the two places. Chemical equilibrium requires uniform $M$, and a gradient of $M$ drives diffusion.

\subsection*{(b) The stress that the dopant creates}

\textbf{Question.} Find the stress at depth $z$ in terms of the local composition.

\textbf{Solution.} The layer is wide and uniform in its plane. Continuity of the lattice then allows an in-plane strain that varies at most linearly with depth, which is a uniform stretch plus a bend. A very thick substrate suppresses both, so
\begin{equation}
\varepsilon_{11}=\varepsilon_{22}=\varepsilon_{12}=0 .
\end{equation}
Force balance along the normal gives $\partial\sigma_{33}/\partial z=0$, and $\sigma_{33}=0$ at the free surface. Hence $\sigma_{33}=0$ at all depths. The same argument gives $\sigma_{13}=\sigma_{23}=0$, and these shear stresses are proportional to their own shear strains, which therefore vanish.

The in-plane elastic strains are $e_{11}=e_{22}=-\eta x$. The condition on the normal stress reads
\begin{equation}
0=\sigma_{33}=C_{11}e_{33}+C_{12}(e_{11}+e_{22})
=C_{11}e_{33}-2C_{12}\eta x ,
\end{equation}
which gives
\begin{equation}
e_{33}=\frac{2C_{12}}{C_{11}}\,\eta x .
\end{equation}
Inserting this in the in-plane stress,
\begin{align}
\sigma_{11}&=C_{11}e_{11}+C_{12}e_{22}+C_{12}e_{33}\nonumber\\
&=-(C_{11}+C_{12})\eta x+\frac{2C_{12}^2}{C_{11}}\,\eta x .
\end{align}
By symmetry $\sigma_{22}=\sigma_{11}$. Thus
\begin{equation}
\sigma\equiv\sigma_{11}=\sigma_{22}=-Y\eta x,\qquad
Y=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .
\label{eq:stress}
\end{equation}
$Y$ is the biaxial modulus of the $(001)$ layer. If the normal strain $\varepsilon_{33}$ were also held at zero, the factor multiplying $-\eta x$ would be $C_{11}+2C_{12}$; relaxation along the normal lowers it to $Y$. With $\eta<0$ the stress is tensile, as expected of a layer that wants to contract and cannot.

The stress at a given depth depends on the composition at that depth alone. This locality comes from the thick substrate. In a thin free plate the stretch and the bend would tie each depth to the whole profile.

\subsection*{(c) The potential inside the layer}

\textbf{Question.} Express $M$ through $x$ alone, and confirm the result from the stored elastic energy. In which direction does self-stress push boron?

\textbf{Solution.} The trace of the stress is $\sigma_{kk}=2\sigma=-2Y\eta x$. Equation (\ref{eq:LC}) becomes
\begin{equation}
M=f_0'(x)-\Omega\eta(-2Y\eta x)=f_0'(x)+2\Omega Y\eta^2x .
\label{eq:Mlayer}
\end{equation}

For the second route, the elastic energy per site is $w=(\Omega/2)\sigma_{ij}e_{ij}$. The normal direction contributes nothing because $\sigma_{33}=0$. The two in-plane directions contribute equally:
\begin{equation}
w=\frac{\Omega}{2}\,2(-Y\eta x)(-\eta x)=\Omega Y\eta^2x^2,
\qquad \frac{dw}{dx}=2\Omega Y\eta^2x .
\label{eq:w}
\end{equation}
This is the elastic term of (\ref{eq:Mlayer}). The two routes treat $\varepsilon_{33}$ differently: $M$ was defined at fixed strain, whereas $w$ has already been minimised over $\varepsilon_{33}$. They agree because
\begin{equation}
\frac{dw}{dx}=\left(\frac{\partial w}{\partial x}\right)_{\varepsilon_{33}}
+\left(\frac{\partial w}{\partial\varepsilon_{33}}\right)_x
\frac{d\varepsilon_{33}}{dx},
\end{equation}
and the second term vanishes when $\sigma_{33}=0$.

The elastic force on boron, taken relative to silicon, is
\begin{equation}
-\frac{\partial}{\partial z}\left(2\Omega Y\eta^2x\right)
=-2\Omega Y\eta^2\frac{\partial x}{\partial z}.
\end{equation}
It points from high to low boron content and so assists spreading. The sign of $\eta$ has dropped out. A small solute puts its own region in tension and is repelled by tension; a large solute puts its region in compression and is repelled by compression.

\subsection*{(d) The diffusivity of a neutral solute}

\textbf{Question.} Assume ideal mixing on the lattice sites. Derive the flux along $z$ and the factor by which self-stress changes the diffusivity.

\textbf{Solution.} For ideal mixing, apart from a term linear in $x$ that adds a constant to $M$,
\begin{equation}
f_0=kT\left[x\ln x+(1-x)\ln(1-x)\right].
\end{equation}
Two derivatives give
\begin{equation}
f_0'=kT\ln\frac{x}{1-x},\qquad
f_0''=kT\left(\frac1x+\frac1{1-x}\right)=\frac{kT}{x(1-x)} .
\end{equation}

A dilute solute with mobility $D^*/kT$ has a flux equal to concentration times mobility times force. At finite $x$ a factor $1-x$ accounts for the need to exchange with silicon:
\begin{equation}
J=-\frac{D^*}{kT}\,\frac{x(1-x)}{\Omega}\,\frac{\partial M}{\partial z}.
\label{eq:flux}
\end{equation}
This defines $D^*$. It is a property of the local material, including its local stress and doping, and it equals the ordinary diffusivity when mixing is ideal and no other force acts.

Boron in silicon moves mainly with the help of self-interstitials. Equation (\ref{eq:flux}) still applies if these defects are in equilibrium everywhere. The mobile pair then has the potential $M$ plus that of the interstitial, and the latter has no gradient.

From (\ref{eq:Mlayer}),
\begin{equation}
\frac{\partial M}{\partial z}
=\left[\frac{kT}{x(1-x)}+2\Omega Y\eta^2\right]\frac{\partial x}{\partial z}.
\end{equation}
Insert this in (\ref{eq:flux}) and use $\partial x/\partial z=\Omega\,\partial c/\partial z$:
\begin{equation}
J=-D^*(1+\varphi)\frac{\partial c}{\partial z},\qquad
\varphi=\frac{2\Omega Y\eta^2\,x(1-x)}{kT}.
\label{eq:phi}
\end{equation}
The stress gradient is proportional to the composition gradient, so the elastic drift takes the form of an increased diffusivity, $D=D^*(1+\varphi)$.

For $x\ll1$, $\varphi$ is linear in concentration and quadratic in $\eta$. It then has a direct meaning. By (\ref{eq:w}) the elastic energy per boron atom is $w/x=\Omega Y\eta^2x$, so $\varphi$ is twice this energy divided by $kT$. An isolated boron atom also distorts its own neighbourhood, but that energy does not change as the atom moves through a uniform crystal. What enters $\varphi$ is the extra energy of holding the doped crystal to the in-plane lattice of the substrate. Boron atoms also interact through their strain fields in a stress-free crystal. That interaction belongs to $f_0$, and ideal mixing leaves it out. For randomly placed misfitting atoms it favours mutual approach on average, and its effect on $D$ can be of the same order as $\varphi$ with the opposite sign. Thus $\varphi$ is the change caused by the substrate, and $1+\varphi$ is the whole thermodynamic factor only if the stress-free crystal mixes ideally.

\subsection*{(e) The size of the correction}

\textbf{Question.} Evaluate $\varphi$ for $c=10^{20}\ \mathrm{cm^{-3}}$ at $1000\,^\circ\mathrm{C}$. Take $a=0.5431$ nm for the lattice parameter, $C_{11}=166$ GPa, $C_{12}=64$ GPa and $\eta=-0.25$, which are rough values for boron in silicon. How does the result depend on $\eta$ and on doping?

\textbf{Solution.} The cubic cell holds eight atoms, so $\Omega=a^3/8=0.02002\ \mathrm{nm^3}$. Since $1\ \mathrm{cm^{-3}}=10^{-21}\ \mathrm{nm^{-3}}$,
\begin{equation}
x=0.02002\times10^{20}\times10^{-21}=0.002002 .
\end{equation}
The stress-free strain is $\eta x=-5.0\times10^{-4}$. The modulus is
\begin{equation}
Y=166+64-\frac{2\times64^2}{166}=180.7\ \mathrm{GPa},
\end{equation}
and the tension in the layer is $\sigma=180.7\ \mathrm{GPa}\times5.006\times10^{-4}$, or about 90 MPa.

The elastic coefficient follows with $1\ \mathrm{GPa\,nm^3}=10^{-18}\ \mathrm{J}=6.242\ \mathrm{eV}$:
\begin{equation}
2\Omega Y\eta^2=2\times0.02002\times180.7\times0.0625\times6.242\ \mathrm{eV}
=2.82\ \mathrm{eV}.
\end{equation}
This is a large energy, but it is multiplied by a small site fraction. The elastic part of $M$ is only $2.822\ \mathrm{eV}\times0.002002=5.65$ meV, against $kT=0.1097$ eV. Therefore
\begin{equation}
\varphi=\frac{2.822\times0.002002\times(1-0.002002)}{0.1097}=0.051 .
\end{equation}
The driving-force part of self-stress raises the diffusivity of the neutral solute by about 5\% of $D^*$.

The main uncertainty within this formula is $\eta$, which enters squared. With the other inputs fixed, $\eta=-0.20$ gives 3.3\% and $\eta=-0.30$ gives 7.4\%. At $\eta=-0.25$ the correction falls to 1.5\% at $3\times10^{19}\ \mathrm{cm^{-3}}$ and to 0.5\% at $10^{19}\ \mathrm{cm^{-3}}$. The dilute formula would reach $\varphi=1$ near $1.9\times10^{21}\ \mathrm{cm^{-3}}$. That is far above the roughly $10^{20}\ \mathrm{cm^{-3}}$ of boron that silicon dissolves at this temperature, so the correction stays small in the range where the model is meant to apply.

\section{Jump rates, charge and the limits of the model}

The symbols carry over. Boron has concentration $c$ and site fraction $x=\Omega c$, and $\eta$ is its stress-free strain per unit $x$. In a coherent $(001)$ layer with biaxial modulus $Y$, the in-plane stress is $\sigma=-Y\eta x$ and the elastic energy per site is $w=\Omega Y\eta^2x^2$. The flux (\ref{eq:flux}) is driven by the gradient of $M$ and defines $D^*$. For a neutral solute it gives $D=D^*(1+\varphi)$ with $\varphi=2\Omega Y\eta^2x(1-x)/kT$. In the example $x=0.002002$, $\sigma$ is about 90 MPa, $kT=0.1097$ eV and $\varphi=0.051$.

For a neutral solute at fixed $D^*$, self-stress raises the diffusivity by the factor $1+\varphi$, with $\varphi$ about 5\% at $10^{20}\ \mathrm{cm^{-3}}$ and $1000\,^\circ\mathrm{C}$. It remains to derive this law from atomic jumps, to include the effect of stress on the barrier and the charge of boron, and to test the assumptions of the model.

Numerical values quoted here were computed with a short program.
